\section*{Why a diffuse interface separates in-plane conduction in metal bilayers}

\section{Four beams at one interface}

Let electrons move in the $xz$ plane with only four velocities, $(\pm u,\pm w)$. Two metal layers meet at a plane normal to $z$, and a weak electric field points along $x$. The beams are equally populated before the field is applied.

Consider the electrons about to hit the interface from layer 2. Since their last randomizing event, those with $v_x=+u$ have moved a mean distance $+L$ along $x$, and those with $v_x=-u$ have moved $-L$. The field has done opposite work on the two groups. This difference in work makes the current.

Now let every electron cross, but let the interface choose the new sign of $v_x$ by a fair coin. Each beam entering layer 1 is an equal mixture of the two arriving groups, so its mean displacement is
\begin{equation}
\tfrac12(+L)+\tfrac12(-L)=0 .
\end{equation}
Layer 1 receives electrons from layer 2, but no drift. Had the interface turned them all back with the same coin toss, layer 2 would have received beams with the same zero mean. Neither layer can tell the two cases apart. If instead each electron crossed with its $v_x$ unchanged, the beams would enter layer 1 with $\pm L$, and a field in layer 2 would drive a current in layer 1.

Two terms can now be fixed. A \emph{completely diffuse} interface emits electrons in directions that hold no memory of the direction of arrival. \emph{Independent films} are thin films, each with a diffuse surface where the interface was. They are not pieces of bulk metal: the interface still lowers the conductance of both.

\section{Drift as a transported quantity}

The algebra uses atomic units, with electron charge $-1$. The field $E$ along $x$ is uniform and the same in both layers. I use the semiclassical Boltzmann equation, without a magnetic field, for bands unchanged by $k_x\to-k_x$ at fixed $k_z$. Bulk collisions erase drift at a rate $1/\tau$.

The force is $\dot k_x=-E$. With $f=f_0+f_1$ and $f_0'=\partial f_0/\partial\varepsilon$, the steady equation to first order in $E$ is
\begin{equation}
v_z\frac{\partial f_1}{\partial z}-E v_x f_0'=-\frac{f_1}{\tau}.
\end{equation}
An electron displaced by $\Lambda$ along $x$ gains energy $-E\Lambda$, which suggests writing
\begin{equation}
f_1=(-f_0')(-E\Lambda)=E f_0'\Lambda .
\end{equation}
Inserting this and dividing by $Ef_0'$ gives
\begin{equation}
v_z\frac{\partial\Lambda}{\partial z}+\frac{\Lambda}{\tau}=v_x .
\label{eq:drift}
\end{equation}
Thus $\Lambda$ grows at the rate $v_x$ along a path and is lost in collisions. It is the mean $x$-displacement since drift was last forgotten.

The current density is the charge $-1$ times the particle flux, with a factor 2 for spin:
\begin{equation}
j_x=-2\int\!\frac{d^3k}{(2\pi)^3}v_xf_1
=2E\int\!\frac{d^3k}{(2\pi)^3}(-f_0')v_x\Lambda .
\label{eq:current}
\end{equation}

\section{What crossing contributes: nothing}

Let $F_s$ be the flux weight of the states that arrive at the interface from side $s$,
\begin{equation}
F_s=2\int_{\rm in}\frac{d^3k}{(2\pi)^3}(-f_0')|v_z| ,
\end{equation}
and let $Q_{s'\to s}$ be the probability that an electron arriving from side $s'$ leaves into side $s$. Scattering is elastic. A completely diffuse interface fills all outgoing states of one energy on one side equally, so the outgoing $\Lambda$ is a constant $C_s$ there. Flux balance gives
\begin{equation}
F_sC_s=\sum_{s'}Q_{s'\to s}F_{s'}\langle\Lambda_{\rm in}\rangle_{s'} ,
\end{equation}
where the average is weighted by incoming flux. Detailed balance, $Q_{s'\to s}F_{s'}=Q_{s\to s'}F_s$, turns this into
\begin{equation}
C_s=\sum_{s'}P_{ss'}\langle\Lambda_{\rm in}\rangle_{s'},
\qquad P_{ss'}=Q_{s\to s'},\quad \sum_{s'}P_{ss'}=1 .
\label{eq:interface}
\end{equation}

Split $\Lambda$ into parts even and odd under $k_x\to-k_x$. The source $v_x$ in \eqref{eq:drift} is odd, while $v_z$ and $\tau$ are even, so the two parts do not mix in the bulk. The constants $C_s$ belong to the even part, which has no source. With decay at the rate $1/\tau$ it vanishes. If collisions conserve particle number, a uniform constant could survive in each layer, but that is a shift of the layer's Fermi level, carries no current and can be set to zero. Hence $\Lambda$ is odd. The incoming flux weight is even, so
\begin{equation}
\langle\Lambda_{\rm in}\rangle_1=\langle\Lambda_{\rm in}\rangle_2=0
\quad\Longrightarrow\quad C_1=C_2=0 .
\label{eq:zero}
\end{equation}

Each average vanishes separately. The matrix $P$ multiplies zeros, and the crossing probability drops out. Each layer is left with its own equation and the boundary value $\Lambda_{\rm out}=0$, as for a film with a diffuse surface. Therefore
\begin{equation}
G=G_1+G_2 .
\end{equation}

A sharper statement uses $G_{ij}$, the sheet current in layer $i$ per unit field applied in layer $j$ alone. Such a source is still odd, so the argument is unchanged and $G_{12}=G_{21}=0$.

The result concerns in-plane current. Current normal to the layers must pass through the interface, and with zero crossing probability it is zero. There the crossing probability matters.

\section{What each film contributes}

For explicit formulas take spherical Fermi surfaces and diffuse outer surfaces. Let $\mu=|v_z|/v$, $\lambda_i=v\tau_i$, and let $s$ be the distance from the interface. Write
\begin{equation}
\Lambda=\frac{v_x}{v}\,\ell,\qquad \frac{v_x}{v}=\sqrt{1-\mu^2}\cos\phi .
\end{equation}
For electrons leaving the interface, \eqref{eq:drift} becomes $\mu\,d\ell/ds+\ell/\lambda_i=1$ with $\ell(0)=0$. For those coming from the outer surface, which also emits zero drift, the same equation holds in the distance $d_i-s$. The solutions are
\begin{equation}
\ell_{\rm away}=\lambda_i\bigl(1-e^{-s/\lambda_i\mu}\bigr),\qquad
\ell_{\rm toward}=\lambda_i\bigl(1-e^{-(d_i-s)/\lambda_i\mu}\bigr).
\end{equation}
On arrival at the interface, $\ell_{\rm toward}$ equals
\begin{equation}
A_i(\mu)=\lambda_i\bigl(1-e^{-d_i/\lambda_i\mu}\bigr).
\end{equation}
Each solution integrates over the thickness to
\begin{equation}
\lambda_id_i-\lambda_i^2\mu\bigl(1-e^{-d_i/\lambda_i\mu}\bigr)
=\lambda_id_i-\lambda_i\mu A_i .
\end{equation}

In \eqref{eq:current}, $-f_0'$ restricts the energy to the Fermi level, and $d^3k$ becomes $k_F^2\,d\Omega\,d\varepsilon/v$. The prefactor is $2k_F^2/(2\pi)^3=k_F^2/4\pi^3$. The azimuthal integral of $\cos^2\phi$ gives $\pi$, leaving $k_F^2/4\pi^2=\tfrac34c$ with $c=k_F^2/3\pi^2$. Adding both senses of motion,
\begin{align}
G_i&=\frac{3c}{4}\int_0^1\!d\mu\,(1-\mu^2)\,2(\lambda_id_i-\lambda_i\mu A_i)\nonumber\\
&=c\left[\lambda_id_i-\frac32\lambda_i\int_0^1\!d\mu\,\mu(1-\mu^2)A_i\right],
\label{eq:film}
\end{align}
because $\int_0^1(1-\mu^2)d\mu=2/3$. The first term is the bulk conductance; the second is the loss at the two surfaces.

For a thick layer, $d_i\gg\lambda_i$, $A_i\to\lambda_i$ and the integral of $\mu(1-\mu^2)$ is $1/4$:
\begin{equation}
G_i\simeq c\lambda_i\left(d_i-\frac{3\lambda_i}{8}\right).
\end{equation}
Each diffuse surface removes $3\lambda_i/16$ of effective thickness.

For a thin layer, $d_i\ll\lambda_i$, put $x=d_i/\lambda_i\mu$. Then $\lambda_id_i-\lambda_i\mu A_i=\lambda_i^2\mu(x-1+e^{-x})$, which is close to $d_i^2/2\mu$ when $x\ll1$. The range $d_i/\lambda_i\ll\mu\ll1$ supplies the leading logarithm:
\begin{equation}
G_i\simeq\frac{3c}{4}d_i^2\ln\frac{\lambda_i}{d_i}.
\label{eq:thin}
\end{equation}
Take two equal thin layers of one metal. Joined without any scattering they form a film of thickness $2d$, with conductance proportional to $4d^2$ at leading logarithm. Joined by a diffuse interface they give $d^2+d^2$, half as much at this order, even if every electron crosses. The limit is approached slowly: the full formula \eqref{eq:film} gives a ratio of 0.65 at $d=\lambda/10$ and 0.58 at $d=\lambda/100$.

\section{What coherent passage and reflection contribute}

Now let an electron at the interface be transmitted without change of direction with probability $S$, reflected as by a mirror with probability $R$, and scattered diffusely otherwise. Take equal Fermi spheres, so that transmission involves no refraction. The outer surfaces stay diffuse, so the arriving drift is still $A_i$. The drift leaving into layer 1 is
\begin{equation}
\ell_1(0)=RA_1+SA_2+(1-R-S)\times0 .
\end{equation}
It decays as $e^{-s/\lambda_1\mu}$ and adds, after integration over the thickness,
\begin{equation}
\ell_1(0)\,\lambda_1\mu\bigl(1-e^{-d_1/\lambda_1\mu}\bigr)=\mu A_1\ell_1(0).
\end{equation}
With the angular factor used before, layer 1 gains $RK_{11}+SK_{12}$, where
\begin{equation}
K_{ij}=\frac{3c}{4}\int_0^1\!d\mu\,\mu(1-\mu^2)A_iA_j .
\label{eq:K}
\end{equation}
Layer 2 gains $RK_{22}+SK_{12}$ in the same way. In total
\begin{equation}
G=G_1+G_2+R(K_{11}+K_{22})+2SK_{12}.
\label{eq:mixed}
\end{equation}
The diffuse fraction contributes no term, whichever way its electrons go. The cross-conductance is $G_{12}=SK_{12}$.

Equation \eqref{eq:mixed} also compares a perfect mirror ($R=1$) with a transparent interface ($S=1$):
\begin{equation}
G_{\rm mirror}-G_{\rm transparent}
=\frac{3c}{4}\int_0^1\!d\mu\,\mu(1-\mu^2)(A_1-A_2)^2\ge0 .
\end{equation}
For these assumptions, with thicknesses and free paths held fixed, blocking all passage with a perfect mirror never lowers the in-plane conductance below the transparent value. A diffuse barrier does lower it, to $G_1+G_2$. At each angle, a mirror returns the larger drift to the layer that preserves it better; a transparent interface exchanges the two. For identical layers the difference is zero.

\section{What azimuthal memory contributes}

Spreading the angles is not by itself enough to decouple the layers. Let every electron cross and leave with a fresh polar angle, drawn from the flux-weighted distribution $2\mu\,d\mu$, but with its old azimuth $\phi$. The drift sent from layer 2 into layer 1 is then
\begin{equation}
\Lambda_{\rm out}=\cos\phi\int_0^1\!2\mu\sqrt{1-\mu^2}\,A_2\,d\mu
=2I_2\cos\phi ,
\end{equation}
with $I_i=\int_0^1\mu\sqrt{1-\mu^2}A_i\,d\mu$. Multiplying by $v_x/v$ and integrating over layer 1,
\begin{equation}
G_{12}=\frac{3c}{4}\int_0^1\!d\mu\,\sqrt{1-\mu^2}\,\mu A_1(2I_2)
=\frac{3c}{2}I_1I_2 .
\label{eq:azimuth}
\end{equation}
This is positive. If the azimuth also turns by a random angle $\Delta$, independent of the polar angles and equally likely to have either sign, then the mean of $\cos(\phi-\Delta)$ is $\cos\phi\,\langle\cos\Delta\rangle$: the sine term averages to zero. Hence
\begin{equation}
G_{12}=\frac{3c}{2}I_1I_2\langle\cos\Delta\rangle .
\end{equation}
The coupling disappears in this model when $\langle\cos\Delta\rangle=0$, as it is for a uniform azimuth. For such turns, independent of the polar angles, what must be lost is the average memory of direction along the field.

\section{Weighing the contributions in a bilayer}

Take $d_1=20$ nm with $\lambda_1=40$ nm, and $d_2=3$ nm with $\lambda_2=7$ nm, both with Fermi energy 7 eV and the free-electron mass. These are round model values. Restoring units, $c=e^2k_F^2/3\pi^2\hbar$. The bulk conductances add to 1240.1 mS, so
\begin{equation}
c=\frac{1240.1\ {\rm mS}}{(20\times40+3\times7)\ {\rm nm}^2}
=1.51\ {\rm mS/nm^2}.
\end{equation}
The films keep fractions 0.522 and 0.486 of their bulk conductivities:
\begin{align}
G_1&=1.51\times800\times0.522\simeq631\ {\rm mS},\\
G_2&=1.51\times21\times0.486\simeq15.4\ {\rm mS}.
\end{align}
Their sum is $G=646$ mS, or about $2650\,e^2/\hbar$. The layers are independent of each other, yet together they conduct little more than half of the bulk estimate.

The electrons are far from confined. When every interface event is a diffuse crossing, 40\% of those starting in layer 1, and 44\% of those starting in layer 2, cross before a bulk collision. They also arrive with drift: the mean displacement of arrivals with $v_x>0$ is 10.2 nm in layer 1 and 1.6 nm in layer 2. Arrivals with $v_x<0$ carry the opposite values, and re-emission averages the two groups to zero.

With the outer surfaces kept diffuse, the other contributions are as follows.
\begin{itemize}
\item Coherent transmission: $K_{12}=31.8$ mS. Full transparency adds $2\times31.8=63.6$ mS, a gain of 9.8\% over the diffuse interface.
\item Mirror reflection: $K_{11}=826.3-630.6=195.7$ mS and $K_{22}=20.6-15.4=5.2$ mS. A mirror adds 201 mS, or 31\%. Nearly all of it is drift returned to the thicker layer with the longer free path.
\item Azimuthal memory: for arrivals with $v_x>0$ the mean of $\cos\phi$ is $2/\pi$, so the arrival drift is $4I_i/\pi$. This gives $I_1=8.03$ nm and $I_2=1.29$ nm, and \eqref{eq:azimuth} gives $1.5\times1.51\times8.03\times1.29\simeq23.5$ mS. That is 74\% of the coherent cross-conductance, although the polar angle is wholly randomized.
\end{itemize}

These formulas were tested against random trajectories, which do not assume $\Lambda_{\rm out}=0$. By \eqref{eq:current}, the conductance is $3cd_i$ times the mean of the product of $v_x/v$ and the displacement gathered on the path. Reversing the path in time changes the sign of both factors, so the displacement may be followed forward. For each interface, 400\,000 electrons were started in each layer and followed through crossings and re-emissions until a bulk collision. For diffuse interfaces, $G_{21}$ was $0.10\pm0.12$ mS with half of the electrons crossing and $0.06\pm0.15$ mS with all crossing. It was $31.66\pm0.19$ mS for the transparent interface and $23.20\pm0.16$ mS with the azimuth kept. All conductance elements agreed with the formulas within five standard errors. The numerical output lists $G_{11}$, $G_{22}$ and $G_{21}$ for each case; $G_{12}$ was checked in the same way.

\section{The model beside a copper film on a liner}

The example lies in the rough regime of a copper interconnect film on a thin metallic liner. A free path near 40 nm and a Fermi energy near 7 eV are rough values for copper at room temperature; the liner values are illustrative. The largest correction sized here comes from grain boundaries. They were modelled by replacing $\lambda_i$ with $\lambda_i|n_x|/(|n_x|+\alpha_i)$, where $n_x=v_x/v$, $\alpha_i=(\lambda_i/D_i)r/(1-r)$, the grain size $D_i$ equals the layer thickness, and the boundary reflection is $r=0.3$. This lowers $G$ by 37\%, to 406 mS, and the gain from a transparent interface falls from 9.8\% to 5.5\%. The cancellation in \eqref{eq:zero} survives, since this free path is even in $k_x$. The trajectory value of $G_{21}$ was then $0.11\pm0.05$ mS, about two standard errors from zero and within the criterion of five.

The remaining corrections, each relative to $G=646$ mS with the other settings fixed, are smaller. Scaling both free paths as $1/T$ from 300 K to 373 K lowers $G$ by 12\%. A liner Fermi energy of 5 eV at the same free path lowers it by 0.7\%, because the liner carries only 2.4\% of the current. If the interface is not completely diffuse, 10\% of coherent transmission adds 1.0\% and 10\% of mirror reflection adds 3.1\%. For the side walls of a strip of width $w=1000$ nm, the thick-film estimate $3\lambda_1/8w$ gives 1.5\%. The true cost is smaller, about 0.9\%, because the top and bottom surfaces already shorten the paths. A line whose width is comparable to its thickness needs its own calculation. At 1 MA/cm$^2$ the field supplies about $1.4\times10^{-5}$ eV per free path, against a thermal energy of 0.032 eV at 373 K, so linear response is safe.

Two idealizations are less secure. The estimate $k_Fd/\pi$ gives 86 subbands in the thick layer but 13 in the liner, where treating $k_z$ as continuous is a coarser approximation. Real Fermi surfaces are also not spheres. That changes the film formulas, but not the cancellation, provided the symmetry $k_x\to-k_x$ at fixed $k_z$ remains. If the crystal orientation removes that symmetry, \eqref{eq:zero} no longer follows from this argument. It can still hold for another reason: if the bands and the bulk scattering of both layers have a threefold axis along $z$, as in a (111)-oriented copper crystal, the mean arriving drift vanishes for every in-plane field direction, because a threefold rotation leaves no in-plane vector unchanged except zero. The grain-boundary free path used above singles out the $x$ direction and lacks this axis, so this second argument does not cover it. Without such a symmetry the averages need not vanish, but the layers still decouple if bulk collisions are elastic and conserve particle number. In the steady state no net current then crosses the interface at any energy, so $C_s=\langle\Lambda_{\rm in}\rangle_s$ on each side, just as with no crossing. Crossing only fixes the relative shift of the two Fermi levels. The plain decay in \eqref{eq:drift} does not conserve particle number, and for such bands it can produce a spurious coupling.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (round model values)
thicknesses: 20, 3 nm
mean free paths: 40, 7 nm
Fermi energy: 7.0 eV, k_F = 13.55 1/nm
bulk resistivities: 1.66, 9.46 uOhm cm
TRAJECTORIES vs FORMULA: G11, G22, G21 in mS
diffuse, none cross:
  run 633.9, 15.39, 0.00 (+-0.00); formula 630.6, 15.41, 0.00
diffuse, half cross:
  run 630.6, 15.43, 0.10 (+-0.12); formula 630.6, 15.41, 0.00
diffuse, all cross:
  run 632.3, 15.43, 0.06 (+-0.15); formula 630.6, 15.41, 0.00
diffuse, unequal spheres:
  run 627.7, 11.02, 0.05 (+-0.09); formula 630.6, 11.01, 0.00
diffuse, with grains:
  run 398.3, 9.34, 0.11 (+-0.05); formula 396.6, 9.37, 0.00
transparent:
  run 627.7, 15.43, 31.66 (+-0.19); formula 630.6, 15.41, 31.81
mirror:
  run 827.0, 20.73, 0.00 (+-0.00); formula 826.3, 20.58, 0.00
mixed S=0.3 R=0.2:
  run 671.6, 16.45, 9.40 (+-0.15); formula 669.8, 16.44, 9.54
azimuth kept, all cross:
  run 630.3, 15.47, 23.20 (+-0.16); formula 630.6, 15.41, 23.45
WORKED EXAMPLE
start in layer 1, cross before collision: 40.2 %
start in layer 2, cross before collision: 44.3 %
mean crossings, start in layer 2: 0.56
arrival drift, v_x>0, layer 1: 10.22 nm
arrival drift, v_x>0, layer 2: 1.64 nm
film / bulk conductivity, layer 1: 0.522
film / bulk conductivity, layer 2: 0.486
G with bulk conductivities: 1240.1 mS
G diffuse interface = G1+G2: 646.0 mS
same in atomic units (e^2/hbar): 2654
sheet resistance, diffuse: 1.548 Ohm
G transparent: 709.6 mS, gain 9.85 %
G mirror: 846.9 mS, gain 31.10 %
layer 2 share of G: 2.39 %
NEGLECTED EFFECTS
grains: size = thickness, reflection 0.3
  G diffuse with grains: 406.0 mS, change -37.2 %
  transparent gain with grains: 5.48 %
G at 373 K, paths scaled as 1/T from 300 K: 571.1 mS, change -11.6 %
layer 2 Fermi energy 5 eV, same path: G change -0.68 %
10 % coherent transmission: G change 0.98 %
10 % coherent reflection: G change 3.11 %
subbands k_F d/pi: 86, 13
side walls, 1000 nm strip, 3 lam/(8 width): 1.5 %
field energy per path at 1 MA/cm2: 1.4e-05 eV
kT at 373 K: 0.0321 eV, kT/E_F = 0.0046
\end{verbatim}
